# Sign and large-gradient decay of the PBE correlation energy density

Near the surface of an atom or a solid, the electron density can change appreciably over a distance comparable with the electronic screening length. The first gradient correction to the correlation energy is then unreliable. It is positive and grows with the square of the gradient, so at large gradients it outweighs the negative correlation energy of the uniform gas and gives a correlation energy of the wrong sign. The Perdew–Burke–Ernzerhof (PBE) functional replaces this correction by a logarithm. Two questions follow: does the resulting correlation energy density ever become positive, and how fast does it vanish when the gradient is large?

## Definitions and theorem

Hartree atomic units are used. Let \(n\) be the density, \(\zeta\) the relative spin polarization and \(r_s=(3/4\pi n)^{1/3}\). The PBE correlation energy is \(E_c=\int n\,\varepsilon_c\,d^3r\), with

\[
\varepsilon_c=\varepsilon_u(r_s,\zeta)+H .
\]

Here \(\varepsilon_u\) is the correlation energy per electron of the uniform gas, and

\[
H=\gamma\phi^3\ln\!\left[1+\frac{\beta}{\gamma}\,t^2\,
\frac{1+At^2}{1+At^2+A^2t^4}\right],
\tag{1}
\]

\[
A=\frac{\beta}{\gamma}\,
\frac{1}{\exp[-\varepsilon_u/(\gamma\phi^3)]-1}.
\tag{2}
\]

The constants are \(\gamma=(1-\ln2)/\pi^2\approx0.031091\) and \(\beta\approx0.066725\). The spin factor is \(\phi=[(1+\zeta)^{2/3}+(1-\zeta)^{2/3}]/2>0\), and the reduced gradient is

\[
t=\frac{|\nabla n|}{2\phi k_s n},\qquad
k_s=\sqrt{\frac{4k_F}{\pi}},\qquad k_F=(3\pi^2n)^{1/3}.
\]

Since \(1/k_s\) is a screening length, \(t\) measures how much the density changes over that length. For small \(t\), equation (1) gives \(H\approx\beta\phi^3t^2\), a positive gradient correction of the kind described above. PBE keeps \(\beta\) fixed at its high-density (\(r_s\to0\)) value, whereas the gradient coefficient of the electron gas itself varies with density.

**Theorem.** Let \(n>0\) and \(\varepsilon_u(r_s,\zeta)<0\). Define

\[
y=At^2,\qquad q=1-\exp\!\left(\frac{\varepsilon_u}{\gamma\phi^3}\right).
\]

Then \(0<q<1\), and for every finite \(t\ge0\):

1. The correlation energy per electron is
\[
\varepsilon_c=\gamma\phi^3\ln\!\left(1-\frac{q}{1+y+y^2}\right).
\tag{3}
\]
2. It satisfies \(\varepsilon_u\le\varepsilon_c<0\) and increases strictly with \(t\).
3. As \(t\to\infty\) at fixed \(r_s\) and \(\zeta\),
\[
\varepsilon_c=-\frac{C}{t^4}\left[1-\frac{1}{At^2}+O(t^{-4})\right],
\qquad C=\frac{\gamma\phi^3q}{A^2}>0.
\tag{4}
\]

Where \(n=0\), the energy density is defined to be zero. The energy density \(n\varepsilon_c\) is therefore nonpositive everywhere. At fixed \(r_s\) the density is also fixed, so \(n\varepsilon_c\) has the same \(t^{-4}\) decay, with coefficient \(-nC\).

**Remark on the assumption.** For the true uniform gas, \(\varepsilon_u\le0\) follows from the variational principle: the ground-state energy cannot exceed the energy of the single determinant from which correlation is measured. A functional uses a fitted \(\varepsilon_u\), whose sign must be examined separately. The Perdew–Wang form at \(\zeta=0\) is

\[
\varepsilon_u=-2\gamma(1+\alpha_1r_s)
\ln\!\left[1+\frac{1}{2\gamma P}\right],
\tag{5}
\]
\[
P=\beta_1r_s^{1/2}+\beta_2r_s+\beta_3r_s^{3/2}+\beta_4r_s^2 ,
\]

with positive fitted constants whose values are given in the numerical check. The prefactor in (5) is taken as the exact \(\gamma\). The library implementation used in the numerical check has the rounded value 0.0310907 in its place, which shifts \(\varepsilon_u\) by less than \(10^{-8}\) hartree at the tested values \(r_s=0.5\), 2 and 10 bohr. The logarithm is positive, so \(\varepsilon_u<0\) for every finite \(r_s>0\). For general polarization, the numerical check found \(\varepsilon_u<0\) at all sampled points with \(r_s\) from 0.001 to 100 bohr and \(\zeta\) from 0 to 1. That is evidence on a grid, not a proof for all arguments.

## The logarithm in terms of y

**Lemma 1.** Under the assumptions of the theorem, equation (3) holds and \(0<q<1\).

*Proof.* Define

\[
w=\exp\!\left(-\frac{\varepsilon_u}{\gamma\phi^3}\right)-1 .
\]

Because \(\varepsilon_u<0\), the exponent is positive and \(w>0\). Equation (2) becomes \(A=\beta/(\gamma w)\), so \(A>0\) and

\[
\frac{\beta}{\gamma}=Aw,\qquad
\frac{\beta}{\gamma}t^2=wAt^2=wy .
\]

The argument of the logarithm in (1), denoted \(L\), is therefore

\[
L=1+wy\,\frac{1+y}{1+y+y^2}
=1+w\,\frac{y+y^2}{1+y+y^2}.
\]

The numerator \(y+y^2\) is the denominator minus one. Hence

\[
L=1+w\left(1-\frac{1}{1+y+y^2}\right)
=(1+w)-\frac{w}{1+y+y^2}.
\tag{6}
\]

The definition of \(w\) also gives \(\varepsilon_u=-\gamma\phi^3\ln(1+w)\). Adding this to \(H=\gamma\phi^3\ln L\) divides the argument by \(1+w\):

\[
\varepsilon_c=\gamma\phi^3\ln\frac{L}{1+w}
=\gamma\phi^3\ln\!\left[1-\frac{w}{1+w}\,
\frac{1}{1+y+y^2}\right].
\]

Finally,

\[
\frac{w}{1+w}=1-\frac{1}{1+w}
=1-\exp\!\left(\frac{\varepsilon_u}{\gamma\phi^3}\right)=q .
\]

Since \(w>0\), this fraction lies strictly between zero and one. \(\square\)

The gradient contribution \(H\) does not itself vanish at large \(t\). Equation (6) shows that \(L\to1+w\), so \(H\to-\varepsilon_u\). The total vanishes because the two contributions cancel.

## Proof of the sign

For finite \(t\ge0\) we have \(y\ge0\) and \(1+y+y^2\ge1\). Together with \(0<q<1\), this gives

\[
0<\frac{q}{1+y+y^2}\le q<1 .
\]

The argument of the logarithm in (3) is thus positive and less than one. The logarithm exists and is negative, and its prefactor \(\gamma\phi^3\) is positive, so \(\varepsilon_c<0\).

As \(t\) increases at fixed \(r_s\) and \(\zeta\), \(y\) increases, because \(A>0\). The denominator \(1+y+y^2\) then increases, the subtracted fraction decreases, and the logarithm rises. Hence \(\varepsilon_c\) increases strictly. Its smallest value, at \(t=0\), is

\[
\gamma\phi^3\ln(1-q)=\gamma\phi^3\,\frac{\varepsilon_u}{\gamma\phi^3}
=\varepsilon_u .
\]

This proves part 2 of the theorem. \(\square\)

**Remark.** The sign of the PBE correlation energy is inherited from the uniform-gas input. Suppose a faulty fit gave \(\varepsilon_u>0\) at some density. Then \(-1<w<0\), and the algebra of Lemma 1 still applies, but \(q=w/(1+w)\) is negative. For any real \(y\), \(1+y+y^2=(y+\tfrac12)^2+\tfrac34>0\), so the argument in (3) would exceed one and \(\varepsilon_c\) would be positive. The gradient term would not repair the fault.

## Proof of the decay

**Lemma 2.** For finite \(t\ge0\),

\[
\frac{q}{1+y+y^2}<
\frac{|\varepsilon_c|}{\gamma\phi^3}<
\frac{q}{1-q+y+y^2}.
\tag{7}
\]

*Proof.* For positive \(u\ne1\), \(\ln u<u-1\). Let \(0<x<1\). Choosing \(u=1-x\) gives \(\ln(1-x)<-x\), that is, \(-\ln(1-x)>x\). Choosing \(u=1/(1-x)\) gives

\[
-\ln(1-x)<\frac{1}{1-x}-1=\frac{x}{1-x}.
\]

Set \(x=q/(1+y+y^2)\). By (3), \(-\ln(1-x)=|\varepsilon_c|/(\gamma\phi^3)\). The lower bound is \(x\), and the upper bound is

\[
\frac{x}{1-x}=\frac{q}{(1+y+y^2)-q}. \qquad\square
\]

Multiply (7) by \(y^2\) and let \(t\to\infty\) with \(r_s\) and \(\zeta\) fixed. Then \(q\) and \(A\) are fixed, \(y\to\infty\), and both bounds tend to \(q\). Therefore

\[
|\varepsilon_c|\,y^2\to\gamma\phi^3q,
\qquad
|\varepsilon_c|\,t^4\to\frac{\gamma\phi^3q}{A^2}=C .
\]

This establishes the power and the coefficient. For the first correction, use \(y^3-1=(y-1)(y^2+y+1)\):

\[
\frac{1}{1+y+y^2}=\frac{y-1}{y^3-1}
=\frac{1}{y^2}\,\frac{1-y^{-1}}{1-y^{-3}}
=\frac{1}{y^2}-\frac{1}{y^3}+O(y^{-5}).
\]

With \(x=q/(1+y+y^2)\), we have \(\ln(1-x)=-x+O(x^2)\) and \(x^2=O(y^{-4})\). Thus

\[
\varepsilon_c=-\frac{\gamma\phi^3q}{y^2}
\left[1-\frac1y+O(y^{-2})\right].
\]

Substituting \(y=At^2\) gives (4). \(\square\)

The coefficient can also be written without \(A\). Inserting \(A=\beta/(\gamma w)\) and \(q=w/(1+w)\),

\[
C=\gamma\phi^3\,\frac{w}{1+w}\,\frac{\gamma^2w^2}{\beta^2}
=\frac{\gamma^3\phi^3w^3}{\beta^2(1+w)} .
\]

The decay law applies when \(At^2\gg1\). A large value of \(t\) alone is not a sufficient criterion if \(A\) is small.

## A numerical example

Take the round model parameters \(r_s=2\) bohr and \(\zeta=0\), so that \(\phi=1\). Equation (5) gives \(\varepsilon_u=-0.044759\) hartree. Then

\[
w=\exp\!\left(\frac{0.044759}{0.031091}\right)-1\approx3.219,
\qquad q=\frac{3.219}{4.219}\approx0.7630,
\]
\[
A=\frac{0.066725}{0.031091\times3.219}\approx0.6667,
\qquad
C=\frac{0.031091\times0.7630}{0.6667^2}
\approx0.05337\ \text{hartree}.
\]

The closeness of \(A\) to two thirds is not required by anything in the derivation.

At \(t=1\), \(y=0.6667\) and \(1+y+y^2=2.1111\). Equation (3) gives

\[
\varepsilon_c=0.031091\,\ln\!\left(1-\frac{0.7630}{2.1111}\right)
\approx-0.01394\ \text{hartree},
\]

or \(-379.4\) meV. The original definition gives the same value: \(H=0.03082\) hartree, and \(-0.04476+0.03082=-0.01394\) hartree.

The approach to the asymptotic law is as follows.

| \(t\) | \(y\) | \(\varepsilon_c\) (hartree) | \(\varepsilon_c/(-C/t^4)\) |
|---:|---:|---:|---:|
| 1 | 0.667 | \(-1.394\times10^{-2}\) | 0.261 |
| 2 | 2.667 | \(-2.283\times10^{-3}\) | 0.684 |
| 5 | 16.67 | \(-8.040\times10^{-5}\) | 0.941 |
| 10 | 66.67 | \(-5.258\times10^{-6}\) | 0.985 |
| 20 | 266.7 | \(-3.323\times10^{-7}\) | 0.996 |

At \(t=1\) the leading term would be about \(-0.053\) hartree, larger in magnitude than the uniform-gas energy itself, so it is not yet usable. At \(t=10\) the predicted ratio \(1-1/y\) is \(1-1/66.67=0.985\), in agreement with the table.

**Remark on computation.** At large \(t\), the direct sum \(\varepsilon_u+H\) subtracts two nearly equal numbers. At \(t=10^4\) in this example, double precision gives \(-6.94\times10^{-18}\) hartree, whereas the value from high-precision arithmetic is \(-5.34\times10^{-18}\) hartree. The direct result differs by 30% relative to the latter, but this figure is accidental. Both \(|\varepsilon_u|\) and \(H\) lie between \(2^{-5}\) and \(2^{-4}\) hartree, where double-precision numbers are spaced by \(2^{-57}\approx6.94\times10^{-18}\) hartree. The direct sum can only be an integer multiple of this spacing, here a single one, so it carries no reliable digit. Equation (3), evaluated with functions that compute \(\ln(1+x)\) and \(e^x-1\) accurately for small \(x\), reproduces the high-precision value to the digits shown.

## Why A must contain the same uniform-gas energy

Keep \(\varepsilon_u\) unchanged, but replace \(A\) by \(aA\), with \(a>0\). Let \(y'=aAt^2\). Since \(\beta/\gamma=Aw\), now \((\beta/\gamma)t^2=(w/a)y'\). Repeating the step that led to (6), the argument of the logarithm in \(H\) is

\[
1+\frac{w}{a}\left(1-\frac{1}{1+y'+y'^2}\right)
\longrightarrow 1+\frac{w}{a}.
\]

The total therefore tends to

\[
\varepsilon_c\to\gamma\phi^3\ln\frac{1+w/a}{1+w}.
\]

This limit is zero only for \(a=1\). For \(a>1\) it is negative, and for \(a<1\) it is positive, so an altered \(A\) can destroy the sign property as well as the decay. In the example, \(a=1.1\) leaves \(-0.00223\) hartree at large \(t\), about 5% of \(\varepsilon_u\). The cancellation thus depends on using in (2) the same \(\varepsilon_u\) that is added to \(H\).

## When the density changes together with the gradient

Part 3 of the theorem holds \(r_s\) and \(\zeta\) fixed. If \(r_s\) varies as \(t\) grows, then \(A\) and \(q\) vary too, and the dependence on \(t\) can be different. Two cases with \(\zeta=0\) and the fit (5) show this.

**Uniform compression.** Replace \(n(\mathbf r)\) by \(\lambda^3n(\lambda\mathbf r)\), with \(\lambda\to\infty\), and follow corresponding points. Then \(r_s\propto\lambda^{-1}\) and \(|\nabla n|/n\propto\lambda\). Since \(k_s\propto k_F^{1/2}\propto\lambda^{1/2}\), it follows that \(t\propto\lambda^{1/2}\), and \(r_st^2\) stays constant.

At small \(r_s\), \(P\approx\beta_1r_s^{1/2}\), and (5) gives

\[
\varepsilon_u=2\gamma\ln(2\gamma\beta_1r_s^{1/2})+o(1)
=\gamma\ln r_s+2\gamma\ln(2\gamma\beta_1)+o(1).
\]

Consequently \(w\approx\exp(-\varepsilon_u/\gamma)\approx[(2\gamma\beta_1)^2r_s]^{-1}\), which diverges, so \(q\to1\). From \(A=\beta/(\gamma w)\),

\[
y\to y_\infty=\frac{\beta}{\gamma}(2\gamma\beta_1)^2\,r_st^2 .
\]

This is a finite constant, although \(t\to\infty\). Setting \(q=1\) in (3),

\[
\varepsilon_c\to\gamma\ln\frac{y_\infty+y_\infty^2}{1+y_\infty+y_\infty^2}
=-\gamma\ln\!\left(1+\frac{1}{y_\infty+y_\infty^2}\right).
\]

The energy per electron stays negative but does not vanish. Starting from \(r_s=2\) bohr and \(t=1\), the limit has \(y_\infty=0.9575\) and \(\varepsilon_c=-0.01329\) hartree. At a compression factor of \(10^4\), where \(t=100\), the computed value is already \(-0.01330\) hartree.

The finite limit requires the coefficient of \(\ln r_s\) in \(\varepsilon_u\) to equal \(\gamma\), as it does in (5). With a rounded coefficient \(a_0\), \(A\propto r_s^{a_0/\gamma}\) and \(y\propto r_s^{a_0/\gamma-1}\) along this path. For \(a_0=0.0310907\) the exponent is about \(3\times10^{-7}\), so the drift is extremely slow, but the strict limit no longer exists as a finite nonzero energy.

**Exponential density tail.** Let \(|\nabla n|/n=\kappa\) be constant while \(n\to0\). Then \(t=\kappa/(2k_s)\), and \(k_s^2\propto k_F\propto r_s^{-1}\) gives \(t^2\propto r_s\). At large \(r_s\), \(P\approx\beta_4r_s^2\), and the logarithm in (5) can be linearized:

\[
\varepsilon_u\approx-2\gamma\alpha_1r_s\,
\frac{1}{2\gamma\beta_4r_s^2}
=-\frac{\alpha_1}{\beta_4r_s}.
\]

Thus \(w\approx-\varepsilon_u/\gamma\propto r_s^{-1}\), \(q\approx w\), \(A=\beta/(\gamma w)\propto r_s\), and \(y=At^2\propto r_s^2\). The leading form of (3) becomes

\[
\varepsilon_c\approx-\gamma\frac{q}{y^2}
\propto-r_s^{-1}r_s^{-4}=-r_s^{-5}\propto-t^{-10}.
\]

For \(\kappa=2\) bohr\(^{-1}\), the computed logarithmic slope of \(|\varepsilon_c|\) against \(t\), between \(r_s=10^8\) and \(10^{10}\) bohr, is \(-9.9996\). These densities, below \(10^{-24}\) bohr\(^{-3}\), lie far outside any tail met in practice, and the limit is approached slowly because the \(\beta_3\) term of \(P\) gives relative corrections of order \(r_s^{-1/2}\). Along the same tail the local slope is about \(-6.8\) at \(r_s=5\) bohr, \(-8.0\) at 10, \(-9.2\) at 100 and \(-9.9\) at \(10^4\). There is no conflict with (4): the factor \(t^{-4}\) is still present, but \(C\) now falls as \(r_s^{-3}\), which supplies the remaining \(t^{-6}\).

In both cases the sign result holds at each point, because its proof uses only the local values of \(r_s\), \(\zeta\) and \(t\). The power law describes a change of gradient at fixed density and polarization. The numerical check compares (3) with an independent implementation of PBE, including spin-polarized points, and tests the bounds, the coefficient and these limits.

## Values computed for the example and the checks

```
beta = 0.06672455, gamma = 0.0310906909 hartree
example: rs = 2 bohr, zeta = 0, phi = 1
uniform-gas energy eps_u = -0.04475949 hartree
w = 3.219189, q = 0.762988, A = 0.666667
tail coefficient C = 0.05337407 hartree
t, y, H (hartree), eps_c (hartree), eps_c/(-C/t^4):
   0.5    0.16667 0.01310081 -3.165869e-02 0.03707
   1.0    0.66667 0.03081530 -1.394420e-02 0.26125
   2.0    2.66667 0.04247671 -2.282783e-03 0.68431
   5.0   16.66667 0.04467910 -8.039580e-05 0.94142
  10.0   66.66667 0.04475424 -5.257808e-06 0.98509
  20.0  266.66669 0.04475916 -3.323388e-07 0.99626
eps_c at t = 1: -379.441 meV
log slope, t = 1000 to 2000, fixed rs: -3.999998
A times 1.1: large-t limit = -0.00223497 hartree
compression from rs = 2, t = 1: scale, t, eps_c (hartree):
  1e+00 1.0 -0.01394420
  1e+02 10.0 -0.01353176
  1e+04 100.0 -0.01329891
  1e+10 100000.0 -0.01329343
compression limit: y = 0.957506, eps_c = -0.01329343 hartree
exponential tail, |grad n|/n = 2 per bohr, rs = 1e8 to 1e10 bohr
log slope of eps_c in t along this tail: -9.99961
rounding test at t = 10000, energies in hartree:
  direct double-precision sum: -6.938894e-18
  closed form, double precision: -5.337407e-18
  definition, 120 digits: -5.337407e-18
libxc comparison: 45 points, largest relative difference 1.5e-11
uniform-gas formula, prefactor 0.0310907:
  largest difference from libxc 1.7e-17 hartree
  largest shift with exact gamma 8.9e-09 hartree
sign scan: 6006 points, rs 0.001 to 100 bohr, t 0 to 10
  largest eps_u = -2.0730e-03 hartree
  largest eps_c = -6.7201e-10 hartree
```
